# Energy derivatives in unconstrained and constrained auxiliary-field projection: a program that tests the result

```python
"""Derivative of the mixed energy, without and with a sign constraint.

Claim: for H + lambda*O, unconstrained projection gives dE/dlambda -> <O>.
With a constraint, dE_c/dlambda = (fixed-trial response) + (trial term), where
the trial term comes from motion of the absorbing boundary <T|walker> = 0.

Model: three flavours on two sites, one particle each, symmetric sector,
H = -t X + d Z - A Z^2/2 - B X^2/2, O = Z = n1 - n2, X = bond operator.
All flavours of a walker share the orbital r*(cos theta, sin theta).
alpha = trial orbital angle; allowed walkers have |theta-alpha| < pi/2.
g = backward (importance) function, F = forward walker density.
Energies are in units of t, imaginary times in units of 1/t.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.linalg import eig, eigh, expm
from scipy.optimize import brentq

FLAVOURS = 3
t, d0, A, B = 1.0, 0.5, 1.6, 0.6
HALF = np.pi / 2
ROOT_BINOMIAL = np.sqrt(np.array([1.0, 3.0, 3.0, 1.0]))
POWERS = np.arange(FLAVOURS + 1)
Z_op = np.diag(FLAVOURS - 2.0 * POWERS)
hop = np.sqrt((POWERS[:-1] + 1.0) * (FLAVOURS - POWERS[:-1]))
X_op = np.diag(hop, 1) + np.diag(hop, -1)


def hamiltonian(d):
    return -t * X_op + d * Z_op - A / 2 * Z_op @ Z_op - B / 2 * X_op @ X_op


def product_state(theta):
    c, s = np.cos(theta), np.sin(theta)
    return np.array([ROOT_BINOMIAL[k] * c**(FLAVOURS - k) * s**k
                     for k in POWERS])


def slope(function, x, h=2e-3):
    """Fourth-order central difference."""
    return (8 * (function(x + h) - function(x - h))
            - function(x + 2 * h) + function(x - 2 * h)) / (12 * h)


def mean_field_angle(d):
    """Angle of the product state with the lowest energy."""
    grid = np.linspace(0, np.pi, 2001)
    states = product_state(grid)
    energy = np.einsum('ig,ij,jg->g', states, hamiltonian(d), states)
    guess = grid[np.argmin(energy)]

    def stationarity(a):
        return (-t * np.cos(2 * a) - d * np.sin(2 * a)
                + (A - B) * np.sin(4 * a))
    return brentq(stationarity, guess - 0.01, guess + 0.01, xtol=1e-14)


def exact_node_angle(d):
    """Trial angle whose boundary is the node of the exact ground state."""
    ground = eigh(hamiltonian(d))[1][:, 0]
    roots = np.roots((ground * ROOT_BINOMIAL)[::-1])
    real_roots = roots[np.abs(roots.imag) < 1e-7].real
    assert len(real_roots) == 1
    return np.arctan(real_roots[0]) + HALF


# ---------- unconstrained projection ----------
H0 = hamiltonian(d0)
levels, vectors = eigh(H0)
E0, psi0 = levels[0], vectors[:, 0]
pure = psi0 @ Z_op @ psi0
alpha_mf = mean_field_angle(d0)
trial = product_state(alpha_mf)
mixed_limit = (trial @ Z_op @ psi0) / (trial @ psi0)
alpha_rate = np.sin(2 * alpha_mf) / (
    2 * t * np.sin(2 * alpha_mf) - 2 * d0 * np.cos(2 * alpha_mf)
    + 4 * (A - B) * np.cos(4 * alpha_mf))
assert abs(alpha_rate - slope(mean_field_angle, d0)) < 1e-6
trial_rate = slope(product_state, alpha_mf) * alpha_rate


def projected_energy(d, tau, left):
    H = hamiltonian(d)
    state = expm(-tau * (H - E0 * np.eye(4))) @ trial
    return (left @ H @ state) / (left @ state)


def projected_derivative(tau):
    """Mixed O, fixed-trial derivative, and moving-trial correction."""
    shifted = H0 - E0 * np.eye(4)
    state = expm(-tau * shifted) @ trial
    norm = trial @ state
    energy = (trial @ H0 @ state) / norm
    left = trial @ (H0 - energy * np.eye(4))
    nodes, weights = leggauss(40)
    integral = 0.0
    for x, w in zip(nodes, weights):
        s = tau * (x + 1) / 2
        integral += w * tau / 2 * (left @ expm(-(tau - s) * shifted)
                                   @ Z_op @ expm(-s * shifted) @ trial)
    mixed = (trial @ Z_op @ state) / norm
    moving = trial_rate @ (H0 - energy * np.eye(4)) @ state / norm
    return mixed, mixed - integral / norm, moving


projection_rows = []
for tau in (0.25, 0.5, 1.0, 2.0, 6.0):
    mixed, derivative, moving = projected_derivative(tau)
    fixed_fd = slope(lambda d: projected_energy(d, tau, trial), d0)
    moving_fd = slope(lambda d: projected_energy(
        d, tau, product_state(mean_field_angle(d))), d0)
    assert abs(derivative - fixed_fd) < 1e-6
    assert abs(derivative + moving - moving_fd) < 1e-6
    projection_rows.append((tau, mixed, derivative, moving))
assert abs(projection_rows[-1][2] - pure) < 1e-3
assert abs(projection_rows[-1][3]) < 1e-3
assert abs(projection_rows[-1][1] - mixed_limit) < 1e-3


# ---------- constrained stationary problem in weak form ----------
def boundary_basis(x, size):
    """Polynomials vanishing at x = -1 and 1, and their theta derivatives."""
    legendre = legvander(x, size + 1)
    k = np.arange(size)
    scale = 1 / np.sqrt(4 * k + 6)
    values = (legendre[:, :size] - legendre[:, 2:]) * scale
    slopes = -(2 * k + 3) * scale * legendre[:, 1:size + 1] / HALF
    return values, slopes


def function_space(size):
    x, weights = leggauss(size + 60)
    return (x, HALF * weights) + boundary_basis(x, size)


SIZE, SMALLER_SIZE = 160, 120
SPACE = function_space(SIZE)
SMALLER_SPACE = function_space(SMALLER_SIZE)
SHIFT = 30.0  # makes every shifted energy positive


def walker_matrices(d, alpha, space=SPACE):
    """Weak form of the backward generator, and the overlap matrix."""
    x, weights, f, df = space
    c = np.cos(2 * (alpha + HALF * x))[:, None]
    s = np.sin(2 * (alpha + HALF * x))[:, None]
    Z, X = FLAVOURS * c * f - s * df, FLAVOURS * s * f + c * df
    Z_adjoint = (FLAVOURS + 2) * c * f + s * df
    X_adjoint = (FLAVOURS + 2) * s * f - c * df
    w = weights[:, None]
    matrix = (f.T @ (w * (-t * X + d * Z))
              - A / 2 * Z_adjoint.T @ (w * Z)
              - B / 2 * X_adjoint.T @ (w * X))
    return matrix, f.T @ (w * f)


def lowest(matrix, overlap):
    """Lowest energy from the well-conditioned inverse problem."""
    inverse = np.linalg.solve(matrix + SHIFT * overlap, overlap)
    values, states = eig(inverse)
    index = np.argmax(values.real)
    assert abs(values[index].imag) < 1e-10
    return 1 / values[index].real - SHIFT, states[:, index].real


def constrained_energy(d, alpha, space=SPACE):
    return lowest(*walker_matrices(d, alpha, space))[0]


def forward_residual(coefficients, alpha, energy):
    """Residual of the forward differential equation, by differences."""
    def density(theta):
        return boundary_basis((theta - alpha) / HALF, SIZE)[0] @ coefficients

    def Z_field(function):
        return lambda a: ((FLAVOURS + 2) * np.cos(2 * a) * function(a)
                          + np.sin(2 * a) * slope(function, a))

    def X_field(function):
        return lambda a: ((FLAVOURS + 2) * np.sin(2 * a) * function(a)
                          - np.cos(2 * a) * slope(function, a))

    points = alpha + HALF * np.linspace(-0.9, 0.9, 37)
    ZF, XF = Z_field(density), X_field(density)
    residual = (-t * XF(points) + d0 * ZF(points)
                - A / 2 * Z_field(ZF)(points) - B / 2 * X_field(XF)(points)
                - energy * density(points))
    return np.max(np.abs(residual)) / np.max(np.abs(density(points)))


def constrained_analysis(alpha):
    x, weights, f, df = SPACE
    matrix, mass = walker_matrices(d0, alpha)
    energy, g_coef = lowest(matrix, mass)
    F_coef = lowest(matrix.T, mass)[1]
    g_coef = g_coef / (f @ g_coef)[np.argmax(np.abs(f @ g_coef))]
    F_coef = F_coef / (f @ F_coef)[np.argmax(np.abs(f @ F_coef))]
    g, F = f @ g_coef, f @ F_coef
    assert g.min() > -1e-8 and F.min() > -1e-8
    assert forward_residual(F_coef, alpha, energy) < 1e-5
    theta = alpha + HALF * x
    Zg = (FLAVOURS * np.cos(2 * theta) * g
          - np.sin(2 * theta) * (df @ g_coef))
    overlap = weights @ (F * g)
    fixed = weights @ (F * Zg) / overlap
    diffusion = A * np.sin(2 * alpha)**2 + B * np.cos(2 * alpha)**2
    end_slopes = boundary_basis(np.array([1.0, -1.0]), SIZE)[1]
    flux = (end_slopes @ F_coef) * (end_slopes @ g_coef)
    boundary = -diffusion / 2 * (flux[0] - flux[1]) / overlap
    ensemble = product_state(theta) @ (weights * F)
    left = product_state(alpha)
    mixed_energy = (left @ H0 @ ensemble) / (left @ ensemble)
    assert abs(mixed_energy - energy) < 1e-6
    assert abs(fixed - slope(lambda d: constrained_energy(d, alpha),
                             d0)) < 1e-5
    assert abs(boundary - slope(lambda a: constrained_energy(d0, a),
                                alpha)) < 1e-5
    mixed_O = (left @ Z_op @ ensemble) / (left @ ensemble)
    return energy, fixed, boundary, mixed_O, g, ensemble


E_mf, fixed_mf, boundary_mf, mixed_mf, _, _ = constrained_analysis(alpha_mf)
trial_term_mf = boundary_mf * alpha_rate
total_mf = fixed_mf + trial_term_mf
recipe_slope = slope(lambda d: constrained_energy(d, mean_field_angle(d)), d0)
assert abs(total_mf - recipe_slope) < 1e-5
basis_change = abs(E_mf - constrained_energy(d0, alpha_mf, SMALLER_SPACE))
assert basis_change < 1e-7

alpha_ex = exact_node_angle(d0)
E_ex, fixed_ex, boundary_ex, _, g_ex, ensemble_ex = \
    constrained_analysis(alpha_ex)
node_rate = slope(exact_node_angle, d0)
trial_term_ex = boundary_ex * node_rate
assert abs(E_ex - E0) < 1e-6
assert abs(fixed_ex + trial_term_ex - pure) < 1e-5
exact_overlap = psi0 @ product_state(alpha_ex + HALF * SPACE[0])
exact_overlap *= np.sign(exact_overlap.sum())
assert np.max(np.abs(g_ex / g_ex.max()
                     - exact_overlap / exact_overlap.max())) < 1e-6
response_from_state = (psi0 @ Z_op @ ensemble_ex) / (psi0 @ ensemble_ex)
assert abs(response_from_state - fixed_ex) < 1e-6
ensemble_fidelity = (psi0 @ ensemble_ex)**2 / (ensemble_ex @ ensemble_ex)

# ---------- independent random-field walk with absorption ----------
WALKERS, DT, STEPS, BURN = 8000, 0.005, 4000, 800


def random_field_energy(alpha):
    rng = np.random.default_rng(71)
    ca, sa = np.cos(alpha), np.sin(alpha)
    left = product_state(alpha)
    diffusion = A * np.sin(2 * alpha)**2 + B * np.cos(2 * alpha)**2
    c, s = np.full(WALKERS, ca), np.full(WALKERS, sa)
    u, weight = np.zeros(WALKERS), np.ones(WALKERS)
    top, bottom = [], []
    for step in range(STEPS):
        fields = rng.standard_normal((2, WALKERS))
        a = np.sqrt(A * DT) * fields[0] - d0 * DT
        b = np.sqrt(B * DT) * fields[1] + t * DT
        rho = np.hypot(a, b)
        ch, sh = np.cosh(rho), np.sinh(rho) / rho
        c, s = ch * c + sh * (a * c + b * s), ch * s + sh * (b * c - a * s)
        radius = np.hypot(c, s)
        c, s = c / radius, s / radius
        new_u = np.arctan2(s * ca - c * sa, c * ca + s * sa)
        # Survival between time points, from the Brownian-bridge formula.
        upper = (HALF - u) * np.maximum(HALF - new_u, 0)
        lower = (HALF + u) * np.maximum(HALF + new_u, 0)
        weight *= radius**3 * (1 - np.exp(-2 * upper / (diffusion * DT)))
        weight *= 1 - np.exp(-2 * lower / (diffusion * DT))
        u = new_u
        if step % 5 == 4:
            if step >= BURN:
                moments_w = np.array([weight @ (c**3), weight @ (c * c * s),
                                      weight @ (c * s * s), weight @ (s**3)])
                state = ROOT_BINOMIAL * moments_w / weight.sum()
                top.append(left @ H0 @ state)
                bottom.append(left @ state)
            cumulative = np.cumsum(weight)
            comb = (np.arange(WALKERS) + rng.random()) / WALKERS
            pick = np.searchsorted(cumulative, comb * cumulative[-1])
            pick = np.minimum(pick, WALKERS - 1)
            c, s, u = c[pick], s[pick], u[pick]
            weight = np.ones(WALKERS)
    top, bottom = np.array(top), np.array(bottom)
    blocks = top.reshape(16, -1).sum(1) / bottom.reshape(16, -1).sum(1)
    return top.sum() / bottom.sum(), blocks.std(ddof=1) / 4


alpha_rot = alpha_ex + 0.5
E_rot = constrained_energy(d0, alpha_rot)
E_walk, error_walk = random_field_energy(alpha_rot)
# Allowance covers sampling noise and the finite time step.
assert abs(E_walk - E_rot) < 0.06

print(f"flavours = {FLAVOURS}; hopping t = {t:.1f} (energy unit)")
print(f"site term d = {d0:.2f} t; A = {A:.2f} t; B = {B:.2f} t")
print(f"exact ground energy E0 = {E0:.6f} t")
print(f"first excitation gap = {levels[1] - E0:.6f} t")
print(f"pure <O> = {pure:.6f} (dimensionless)")
print(f"mixed <O>, mean-field trial, long time = {mixed_limit:.6f}")
print("Unconstrained: tau (1/t), mixed O, dE/dlambda fixed T, moving-T term")
for row in projection_rows:
    print(f"  {row[0]:.2f}  {row[1]:.6f}  {row[2]:.6f}  {row[3]:.6f}")
print("Constrained, mean-field trial:")
print(f"  energy change, {SMALLER_SIZE} to {SIZE} functions = "
      f"{basis_change:.1e} t")
print(f"  trial angle = {alpha_mf:.6f} rad")
print(f"  d(angle)/dlambda = {alpha_rate:.6f} rad/t")
print(f"  constrained energy = {E_mf:.6f} t")
print(f"  energy bias E_c - E0 = {E_mf - E0:.6f} t")
print(f"  constrained mixed O = {mixed_mf:.6f}")
print(f"  fixed-trial derivative = {fixed_mf:.6f}")
print(f"  dE_c/d(angle) = {boundary_mf:.6f} t/rad")
print(f"  trial-dependence term = {trial_term_mf:.6f}")
print(f"  total derivative = {total_mf:.6f}")
print(f"  finite difference of whole recipe = {recipe_slope:.6f}")
print(f"  total minus pure = {total_mf - pure:.6f}")
print("Constrained, boundary at the exact node:")
print(f"  trial angle = {alpha_ex:.6f} rad")
print(f"  d(angle)/dlambda = {node_rate:.6f} rad/t")
print(f"  constrained energy = {E_ex:.6f} t")
print(f"  fixed-trial derivative = {fixed_ex:.6f}")
print(f"  dE_c/d(angle) = {boundary_ex:.6f} t/rad")
print(f"  trial-dependence term = {trial_term_ex:.6f}")
print(f"  total derivative = {fixed_ex + trial_term_ex:.6f}")
print(f"  squared overlap of ensemble with Psi0 = {ensemble_fidelity:.6f}")
print("Random-field walk, exact-node angle rotated:")
print(f"  rotation = {alpha_rot - alpha_ex:.2f} rad")
print(f"  walkers = {WALKERS}; time step = {DT:.3f} 1/t; steps = {STEPS}")
print(f"  energy from generator = {E_rot:.4f} t")
print(f"  energy from walk = {E_walk:.4f} t")
print(f"  statistical error of walk = {error_walk:.4f} t")
print("tests ok")
```

It prints:

```
flavours = 3; hopping t = 1.0 (energy unit)
site term d = 0.50 t; A = 1.60 t; B = 0.60 t
exact ground energy E0 = -10.475245 t
first excitation gap = 2.975150 t
pure <O> = -2.368434 (dimensionless)
mixed <O>, mean-field trial, long time = -2.708035
Unconstrained: tau (1/t), mixed O, dE/dlambda fixed T, moving-T term
  0.25  -2.741603  -2.650321  0.018356
  0.50  -2.725177  -2.539222  0.010877
  1.00  -2.712015  -2.423647  0.002635
  2.00  -2.708239  -2.372917  0.000136
  6.00  -2.708035  -2.368434  0.000000
Constrained, mean-field trial:
  energy change, 120 to 160 functions = 4.6e-14 t
  trial angle = 1.368787 rad
  d(angle)/dlambda = 0.087957 rad/t
  constrained energy = -10.466751 t
  energy bias E_c - E0 = 0.008495 t
  constrained mixed O = -2.711603
  fixed-trial derivative = -2.419540
  dE_c/d(angle) = 0.079547 t/rad
  trial-dependence term = 0.006997
  total derivative = -2.412543
  finite difference of whole recipe = -2.412543
  total minus pure = -0.044110
Constrained, boundary at the exact node:
  trial angle = 1.093125 rad
  d(angle)/dlambda = 0.410522 rad/t
  constrained energy = -10.475245 t
  fixed-trial derivative = -2.368434
  dE_c/d(angle) = 0.000000 t/rad
  trial-dependence term = 0.000000
  total derivative = -2.368434
  squared overlap of ensemble with Psi0 = 1.000000
Random-field walk, exact-node angle rotated:
  rotation = 0.50 rad
  walkers = 8000; time step = 0.005 1/t; steps = 4000
  energy from generator = -10.4325 t
  energy from walk = -10.4304 t
  statistical error of walk = 0.0028 t
tests ok
```
